# Pressure Estimators from Volume Scaling: Primitive and Centroid-Virial Forms

Pressure times volume is an energy, and pressure measures the response of the free energy to a uniform dilation of the cell. This nearly fixes the form of a pressure estimator. Let a partition function be an integral of $e^{-S}$ in which $M$ coordinates are stretched by a factor $\lambda$ together with the cell. The volume element gains $\lambda^M$, and a term $S_a$ of degree $g_a$ in the stretched lengths becomes $\lambda^{g_a}S_a$. The logarithmic derivative at $\lambda=1$ is $M-\sum_a g_a\langle S_a\rangle$. In $d$ dimensions $V\propto\lambda^d$, so

$$dV\beta p=M-\sum_a g_a\langle S_a\rangle .$$

An elastic term of a path integral has degree 2 if the lengths in it are stretched and degree 0 if they are held fixed. A general potential has no definite degree, and its virial takes the place of $g_aS_a$. What remains free is the choice of stretched coordinates. Stretching every bead gives the primitive estimator; stretching the particle centroids, together with the uniform drift of any path that winds around the cell, but not the internal displacements of the paths, gives the centroid-virial estimator.

## The periodic path integral

Take $N$ distinguishable particles of mass $m$ in a cubic cell of side $L$, with $V=L^d$ and inverse temperature $\beta$. The potential is

$$U(R;L)=\sum_{i<j}\sum_{\mathbf n}v(|\mathbf r_{ij}+\mathbf nL|),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j,$$

where $\mathbf n$ runs over integer vectors and $v$ is smooth and short-ranged, so that the sum converges and may be differentiated term by term.

The Trotter factorization replaces $e^{-\beta H}$ by $P$ factors $e^{-\beta T/P}e^{-\beta U/P}$. In a periodic cell the free-particle kernel is a sum over images,

$$\langle\mathbf r|e^{-\beta T/P}|\mathbf r'\rangle=\left(\frac{mP}{2\pi\beta\hbar^2}\right)^{d/2}\sum_{\mathbf w}\exp\left[-\frac{mP}{2\beta\hbar^2}|\mathbf r'-\mathbf r+\mathbf wL|^2\right],$$

because each term solves the free imaginary-time equation and the sum has the required period and initial condition.

The image sums can be absorbed into the coordinates. Keep bead 1 of each particle in the cell. Integrating bead 2 over the cell and summing over its image vector is the same as integrating it over all space, since $U$ is periodic in each particle position. Repeat this up to bead $P$. One image sum is left, on the closing link:

$$\mathbf r_{i,P+1}=\mathbf r_{i,1}+\mathbf W_iL .$$

The integer vector $\mathbf W_i$ is the winding of path $i$. Therefore

$$Q_P=C\sum_{\mathbf W}\int_{\rm cell}dR_1\int dR_2\cdots dR_P\,e^{-S},\qquad C=\left(\frac{mP}{2\pi\beta\hbar^2}\right)^{dNP/2},$$

$$S=\frac{mP}{2\beta\hbar^2}\sum_{i,k}|\Delta\mathbf r_{i,k}|^2+\frac{\beta}{P}\sum_kU(R_k;L),\qquad \Delta\mathbf r_{i,k}=\mathbf r_{i,k+1}-\mathbf r_{i,k}.$$

Here $k=1,\dots,P$, and $C$ does not depend on $L$. Angle brackets denote averages with weight $e^{-S}$, including the sum over windings.

The pressure at fixed $N$, $\beta$, $P$ and cell shape is $p=\beta^{-1}\partial\ln Q_P/\partial V$. Since $V=L^d$, $L\,\partial_L=dV\,\partial_V$, and

$$p=\frac{1}{dV\beta}\,L\frac{\partial\ln Q_P}{\partial L}. \tag{1}$$

## First derivation: every bead scales

Set $\mathbf r_{i,k}=L\mathbf s_{i,k}$. Bead 1 now ranges over the unit cell and the other beads over all space, so the domain is independent of $L$. The closure becomes $\mathbf s_{i,P+1}=\mathbf s_{i,1}+\mathbf W_i$, also independent of $L$. There are $dNP$ coordinates, hence

$$Q_P=C\,L^{dNP}\sum_{\mathbf W}\int dS_1\cdots dS_P\,e^{-S},$$

where $S_k$ in the measure stands for the scaled positions at bead $k$. Differentiation at fixed $\mathbf s$ gives

$$L\frac{\partial\ln Q_P}{\partial L}=dNP-\left\langle L\frac{\partial S}{\partial L}\right\rangle .$$

Each link, including the closing one, is proportional to $L$, so $L\,\partial_L|\Delta\mathbf r|^2=2|\Delta\mathbf r|^2$. The factor 2 cancels the 2 in the denominator of the spring term. For the potential, define

$$\mathbf y=\mathbf r_{ij,k}+\mathbf nL=L(\mathbf s_{ij,k}+\mathbf n).$$

Then $L\,\partial_L|\mathbf y|=|\mathbf y|$ and $L\,\partial_Lv(|\mathbf y|)=v'(|\mathbf y|)|\mathbf y|$. Inserting both in (1), and dividing by $\beta$, gives $p=\langle p_{\rm prim}\rangle$ with

$$p_{\rm prim}=\frac1{dV}\left[\frac{dNP}{\beta}-\frac{mP}{\beta^2\hbar^2}\sum_{i,k}|\Delta\mathbf r_{i,k}|^2-\frac1P\sum_k\sum_{i<j}\sum_{\mathbf n}v'(|\mathbf y|)|\mathbf y|\right]. \tag{2}$$

A repulsive potential has $v'<0$ and raises the pressure through the last term. The first two terms are twice the primitive kinetic-energy estimator. Indeed $T\propto1/m$ gives $\langle T\rangle=(m/\beta)\,\partial_m\ln Q_P$, and differentiating $C$ and the spring term yields half of those two terms.

## Second derivation: the centroids scale

The weight is unchanged when a whole path is moved by a lattice vector: its links and winding stay the same, and $U$ is periodic. Confining bead 1 to the cell selects one representative from each set of translated paths. Confining the centroid

$$\mathbf r_i^c=\frac1P\sum_{k=1}^P\mathbf r_{i,k}$$

to the cell does the same, because the centroid moves by the same lattice vector. The integral is therefore equal for both choices.

A wound path cannot keep its whole shape while $L$ changes, because its ends differ by $\mathbf W_iL$. Separate a uniform drift that carries this displacement:

$$\mathbf r_{i,k}=\mathbf b_{i,k}+\mathbf u_{i,k},\qquad \mathbf b_{i,k}=\mathbf r_i^c+\frac{\mathbf W_iL}{P}\left(k-\frac{P+1}{2}\right). \tag{3}$$

Since $\sum_kk=P(P+1)/2$, the drift sums to zero, and so does $\sum_k\mathbf u_{i,k}$. Between $k=1$ and $k=P+1$ the drift grows by $\mathbf W_iL$, so $\mathbf u_{i,P+1}=\mathbf u_{i,1}$: the internal displacement is a closed path.

Each link is $\Delta\mathbf r_{i,k}=\Delta\mathbf u_{i,k}+\mathbf W_iL/P$. Squaring and summing,

$$\sum_k|\Delta\mathbf r_{i,k}|^2=\sum_k|\Delta\mathbf u_{i,k}|^2+\frac{2L}{P}\mathbf W_i\cdot\sum_k\Delta\mathbf u_{i,k}+\frac{|\mathbf W_i|^2L^2}{P}.$$

The middle term vanishes because $\mathbf u$ is closed. The spring part of $S$ is then

$$\frac{mP}{2\beta\hbar^2}\sum_{i,k}|\Delta\mathbf u_{i,k}|^2+\frac{mL^2}{2\beta\hbar^2}\sum_i|\mathbf W_i|^2. \tag{4}$$

Use $\mathbf r_i^c$ and $P-1$ independent displacements $\mathbf u_{i,k}$ as integration variables. At fixed winding this change is linear with constant coefficients, plus a shift, so its Jacobian is a constant. Now set $\mathbf r_i^c=L\mathbf s_i^c$ and hold $\mathbf u$ fixed. The $dN$ centroid coordinates give a factor $L^{dN}$; the $\mathbf u$ integrals extend over all space and give no power of $L$.

The first term of (4) has no $L$ dependence. The second gives

$$L\frac{\partial}{\partial L}\frac{mL^2|\mathbf W_i|^2}{2\beta\hbar^2}=\frac{mL^2|\mathbf W_i|^2}{\beta\hbar^2}.$$

In the potential, $\mathbf y=\mathbf b_{ij,k}+\mathbf nL+\mathbf u_{ij,k}$, where a double index again denotes a difference. The first two pieces are proportional to $L$ and the third is fixed, so $L\,\partial_L\mathbf y=\mathbf b_{ij,k}+\mathbf nL$. The chain rule gives

$$L\frac{\partial v(|\mathbf y|)}{\partial L}=\frac{v'(|\mathbf y|)}{|\mathbf y|}\,\mathbf y\cdot(\mathbf b_{ij,k}+\mathbf nL).$$

With (1), $p=\langle p_{\rm cv}\rangle$, where

$$p_{\rm cv}=\frac1{dV}\left[\frac{dN}{\beta}-\frac{mL^2}{\beta^2\hbar^2}\sum_i|\mathbf W_i|^2-\frac1P\sum_k\sum_{i<j}\sum_{\mathbf n}\frac{v'(|\mathbf y|)}{|\mathbf y|}\mathbf y\cdot(\mathbf b_{ij,k}+\mathbf nL)\right]. \tag{5}$$

The same $\mathbf n$ must appear in $\mathbf y$ and in $\mathbf b_{ij,k}+\mathbf nL$. If path $i$ is moved by $\mathbf qL$, both $\mathbf r_{ij,k}$ and $\mathbf b_{ij,k}$ gain $\mathbf qL$, and relabelling $\mathbf n\to\mathbf n-\mathbf q$ restores the sum. Choosing the nearest image of the beads and, separately, that of the centroids can break this relation.

For zero winding, $\mathbf b_{i,k}=\mathbf r_i^c$ and (5) reduces to the classical ideal term plus a virial of the bead forces taken with the centroid separations. By (4), a free path with winding $\mathbf W$ has relative weight

$$\exp\left[-\frac{mL^2|\mathbf W|^2}{2\beta\hbar^2}\right]=\exp\left[-\frac{\pi L^2|\mathbf W|^2}{\Lambda^2}\right],\qquad \Lambda^2=\frac{2\pi\beta\hbar^2}{m}.$$

For free particles, winding can thus be neglected when the thermal wavelength $\Lambda$ is small compared with $L$.

## Why the two averages agree, and what each derivation assumes

Subtract (5) from (2). By (4), the winding parts cancel and the internal springs remain. In the virials, $\mathbf y-(\mathbf b_{ij,k}+\mathbf nL)=\mathbf u_{ij,k}$, and the pair terms combine into $\sum_i\mathbf u_{i,k}\cdot\nabla_iU$. Thus

$$p_{\rm prim}-p_{\rm cv}=\frac{dN(P-1)-D}{dV\beta},$$

$$D=\frac{mP}{\beta\hbar^2}\sum_{i,k}|\Delta\mathbf u_{i,k}|^2+\frac\beta P\sum_{i,k}\mathbf u_{i,k}\cdot\nabla_iU(R_k;L).$$

At fixed $L$, centroids and windings, replace the integration variable $\mathbf u$ by $\lambda\mathbf u$. The integral cannot change, but it now reads $\lambda^{dN(P-1)}\int d\mathbf u\,e^{-S(\lambda\mathbf u)}$. Its logarithmic derivative at $\lambda=1$ must vanish. Since $\partial_\lambda S=D$ there, $\langle D\rangle=dN(P-1)$. The estimators have equal averages at each finite $P$, although their values on one path generally differ. At $P=1$ there is no internal displacement and they coincide path by path.

Both derivations assume a differentiable potential and a uniform change of a cubic cell. A potential with a jump at a cutoff adds a contact term to the virial, which must be kept. It cannot be obtained by multiplying a delta function in $v'$ by the weight, because the weight jumps at the same point. Since $v'e^{-\beta v/P}=-(P/\beta)\,\partial_r e^{-\beta v/P}$, its strength is set by the jump of the factor $e^{-\beta v/P}$ across the cutoff, not by the jump of $v$. Interactions of a particle with its own images were left out of $U$. If they are included as $\frac N2\sum_{\mathbf n\ne0}v(|\mathbf n|L)$, both square brackets gain

$$-\frac N2\sum_{\mathbf n\ne0}v'(|\mathbf n|L)\,|\mathbf n|L.$$

The first derivation asks little of the path topology: every link has to scale with $L$. For identical bosons a path may close on another particle, $\mathbf r_{i,P+1}=\mathbf r_{\pi(i),1}+\mathbf W_iL$, with $\pi$ a permutation. All links still scale, and (2) keeps its form. The second derivation uses more: each path closes on itself up to a lattice vector, can be translated independently, and has internal displacements with an unrestricted range. Under exchange, (3) no longer applies particle by particle and a new decomposition is needed.

The second derivation gives lower noise in return for free particles without winding, where $p_{\rm cv}=N/(\beta V)$ on every path. The primitive form still fluctuates through

$$X=\frac{mP}{\beta\hbar^2}\sum_{i,k}|\Delta\mathbf u_{i,k}|^2 .$$

The free weight is $e^{-X/2}$, with $X$ a positive quadratic form in $dN(P-1)$ variables. Hence $X$ is chi-squared distributed with variance $2dN(P-1)$, and it contributes a standard deviation $\sqrt{2dN(P-1)}/(dV\beta)$ to the pressure. This grows as $\sqrt P$ for large $P$: in (2) a small result is left after the cancellation of two terms of order $P$.

## Two particles on a ring

Take $d=1$, $N=2$, $L=3$, $\beta=2$ and $\hbar=m=k_B=1$. In one dimension the pressure is a force, given here in these reduced units. The repulsion is $v(x)=2\exp[-x^2/(2\cdot0.5^2)]$.

Without interaction the classical pressure is $N/(\beta L)=0.3333$. Summing over $W$ with weight $e^{-L^2W^2/(2\beta)}$ gives $\langle W^2\rangle=0.17488$ per particle, so (5) yields

$$p=0.3333-\frac{2\cdot3\cdot0.17488}{2^2}=0.0710.$$

The plane-wave energies of the ring give the same value. Here the winding term carries the whole difference between the classical and quantum pressures.

With interaction, 200,000 independent free paths were drawn for each $P$ and weighted by $\exp[-(\beta/P)\sum_kU(R_k)]$. For reference, $Q_P$ was also computed as the trace of a transfer matrix on a position grid, and $\ln Q_P$ was differentiated numerically in $L$. The uncertainties are one standard error.

| $P$ | reference | primitive | centroid-virial |
|---|---|---|---|
| 4 | 0.4118 | 0.4143 ± 0.0020 | 0.4119 ± 0.0012 |
| 16 | 0.4313 | 0.4310 ± 0.0036 | 0.4314 ± 0.0012 |
| 64 | 0.4327 | 0.4293 ± 0.0072 | 0.4319 ± 0.0012 |

At $P=16$ the average parts of (2) and (5) are

$$p_{\rm prim}:\quad\frac{16.0000-15.5598+0.8527}{3}=0.4310,$$

$$p_{\rm cv}:\quad\frac{1.0000-0.7202+1.0144}{3}=0.4314.$$

Diagonalizing the Hamiltonian in plane waves gives the limit $P\to\infty$ as 0.4328. The Trotter error at $P=16$ is thus about 0.0015, or 0.4% of the limit. It belongs to $Q_P$ and is shared by both estimators. From $P=16$ to 32 it falls by a factor 3.97, close to the factor 4 of an error proportional to $1/P^2$.

The standard deviation over weighted paths rises from 1.36 at $P=16$ to 2.67 at $P=64$ for the primitive form, while that of the centroid-virial form stays at 0.45. At $P=64$ the standard errors differ by a factor 6, so the primitive form would need about 36 times as many independent paths for equal precision.

Dropping the winding term from (5), while still sampling wound paths, raises the result at $P=16$ to $0.4314+0.7202/3=0.6715$, which is 56% above the reference. Restricting the sampling to $W=0$ for both particles is a different change. The two estimators then agree with each other, at $0.6930\pm0.0042$ and $0.6920\pm0.0004$, but they give the pressure of a restricted partition function. That sector holds 71% of the full weight. Agreement between the two estimators therefore does not show that winding has been sampled.
